# Why long channels add a geometric current to charge pumping

## What happens

In a long transistor, charge pumping can measure electrons that had no time to leave the channel as well as interface traps. During the falling gate edge the inversion electrons must travel to source or drain. Those still present when holes arrive from the substrate can recombine, and this produces the geometric component of the pumped current.

No single power of channel length $L$ describes it. In the drift-diffusion model below, diffusion makes it exponentially small in short channels. In a limited window where the electrons' own field drives them out, it grows as $L^3$. When almost nothing escapes, it tends to $L$, provided the high level of the pulse lasts long enough to fill the channel. The controlling combination is $L^2s/\mu$, with $s$ the gate slew rate and $\mu$ the electron mobility.

For the 10 nm oxide device worked out below, with a 10 V/µs edge and $10^{10}$ recombining traps per cm² per cycle, the geometric and trap currents are equal at about 23 µm. At 50 µm the geometric current is about eleven times the trap current.

## The charge balance

Take an n-channel device of width $W$, with source and drain at the same potential, pulsed at frequency $f$. Let $n(x,t)$ be the electron sheet density and $C_{ox}$ the oxide capacitance per area. It is convenient to express the density as a voltage,

$$u=\frac{qn}{C_{ox}},\qquad q>0 .$$

Let $\bar u$ be the channel average of $u$ at flat band. If every remaining electron recombines, the charge per cycle is $WLC_{ox}\bar u$. If $N_{it}$ traps per area also recombine one electron each per cycle, the current magnitudes are

$$I_{geo}=fWLC_{ox}\bar u,\qquad I_{trap}=fWLqN_{it}. \tag{1}$$

Complete recombination gives the largest geometric current for a given residue; electrons that still reach a junction reduce it. For uniform traps $I_{trap}\propto L$, so any further length dependence comes from $\bar u$.

## Why transit takes time

Let $\psi$ be the surface potential relative to its value at the contact at threshold. With the depletion capacitance neglected,

$$u=V_G-V_T-\psi .$$

The gate voltage $V_G$ and threshold $V_T$ are uniform along $x$, so the lateral field is $E=-\partial_x\psi=+\partial_xu$. Electrons drift against the field. With constant mobility, $\phi=k_BT/q$ and $D=\mu\phi$, their number flux is

$$\Gamma=-\mu nE-D\,\partial_xn
=-\frac{C_{ox}}q\mu(u+\phi)\,\partial_xu .$$

Trapping during transit is neglected, so $\partial_tn=-\partial_x\Gamma$, or

$$\partial_tu=\mu\,\partial_x[(u+\phi)\,\partial_xu]. \tag{2}$$

The term with $u$ is drift in the electrons' own field; the term with $\phi$ is diffusion. Drift weakens as the channel empties, while diffusion does not.

The gate falls linearly from overdrive $V_{top}$, and the channel is taken to be uniformly filled, $u=V_{top}$, when the fall begins. At the contacts $u_b=\max(V_G-V_T,0)$. From threshold to flat band the gate moves by $V_s$, which leaves a drain-out time $t_d=V_s/s$. Put $\xi=x/L$ and use the gate movement $g=st$ as the clock, with $g=0$ at threshold. Since $\partial_t=s\,\partial_g$ and $\partial_x=L^{-1}\partial_\xi$,

$$\partial_gu=\frac1{y^2}\partial_\xi[(u+\phi)\partial_\xi u],\qquad
y=L\sqrt{\frac s\mu}. \tag{3}$$

The quantity $y$ is a voltage. For a channel that starts full, and at fixed $V_{top}$, $V_s$ and temperature, length, slew and mobility enter the residue through $y$ alone. A channel twice as long therefore needs a falling edge four times slower to keep the same $\bar u$.

## How much remains: the drift limit

**A comparison rule.** Suppose a trial function $U$ starts above $u$, stays above it at the contacts, and has $\partial_gU$ larger than the right side of (3) evaluated for $U$. At a first touching point the values and slopes agree and $U-u$ has a minimum, so $\partial_\xi^2U\ge\partial_\xi^2u$. The right side for $U$ is then at least that for $u$, so $\partial_g(U-u)>0$. But a gap that has just closed cannot have been increasing, so $U$ stays above $u$. Cases of equality follow as limits, for instance from a trial function on a slightly wider channel. Reversing the inequalities gives lower bounds.

**Before threshold.** Take

$$U=\sqrt{u_b^2+y^2\xi(1-\xi)} .$$

It starts at or above the uniform density $V_{top}$ and equals $u_b$ at the contacts. Since $U\partial_\xi U=y^2(1-2\xi)/2$, the drift part of (3) is $-1$. On the ramp $\partial_gu_b=-1$, so $\partial_gU=-u_b/U\ge-1$. Moreover $U$ is the square root of a positive concave function and is itself concave, so its diffusion term is negative and the inequality survives. At threshold, therefore,

$$u\le y\sqrt{\xi(1-\xi)} . \tag{4}$$

**After threshold.** The contacts are now at zero. Without diffusion, try $u=A(g)F(\xi)$ with

$$(FF')'=-F,\qquad F(0)=F(1)=0 .$$

Equation (3) becomes $A'=-A^2/y^2$, so

$$\frac1{A(g)}=\frac1{A_0}+\frac g{y^2}. \tag{5}$$

To find $F$, set $G=F^2/2$, so that $G''=-F$. Multiply by $G'=FF'$ and integrate, using $G'=0$ at the central maximum $F_m$:

$$\frac{(FF')^2}2=\frac{F_m^3-F^3}3 .$$

On the left half $FF'=\sqrt{2/3}\,\sqrt{F_m^3-F^3}$. Separating variables, with $F=F_mp$ and then $r=p^3$,

$$\frac12=\sqrt{\frac{3F_m}2}\int_0^1\frac{p\,dp}{\sqrt{1-p^3}}
=\sqrt{\frac{3F_m}2}\,\frac B3,\qquad B=B\!\left(\tfrac23,\tfrac12\right),$$

where $B$ is the beta function. Hence $F_m=3/(2B^2)=0.2241$. The mean follows from $F=-G''$ and the symmetry $G'(1)=-G'(0)$:

$$c=\int_0^1F\,d\xi=2G'(0)=2\sqrt{\tfrac23}\,F_m^{3/2}
=\frac3{B^3}=0.1733 .$$

**Joining the stages.** The separable profile must start above (4). Define $H=F^2-c\xi(1-\xi)$. Then $H(0)=0$, $H'(0)=2G'(0)-c=0$ and $H''=2(c-F)$. From contact to centre $F$ rises from zero to a maximum above its mean $c$, so $H''$ is first positive and then negative. Thus $H'$ rises from zero and falls back to zero at the centre, where symmetry requires $H'=0$. It is nowhere negative on that half, so $H\ge0$ and

$$F\ge\sqrt c\,\sqrt{\xi(1-\xi)} .$$

The choice $A_0=y/\sqrt c$ is therefore sufficient. Diffusion does not spoil the bound, because $F''=-1-F'^2/F<0$. Averaging $AF$ at $g=V_s$ gives

$$\bar u\le\frac c{\sqrt c/y+V_s/y^2}
=\frac{z^2}{V_s+z},\qquad z=\sqrt c\,y=0.416\,L\sqrt{\frac s\mu}. \tag{6}$$

**A lower bound.** An upper bound alone does not establish a scaling law. In pure drift, the uniform function $u_b(g)$ lies below $u$, since it falls while its right side in (3) is zero. At a gate voltage $ay$ above threshold the density is thus at least $ay$, provided $V_{top}\ge ay$. From that moment $AF$ with $A_0=ay/F_m$ stays below $u$. The remaining clock interval is $V_s+ay$, so

$$\bar u_{drift}\ge\frac{cy^2}{V_s+(a+F_m/a)y} .$$

The best choice is $a=\sqrt{F_m}$, which gives

$$\bar u_{drift}\ge\frac{cy^2}{V_s+0.95\,y}. \tag{7}$$

With diffusion, $v=u+\phi$ obeys the pure-drift equation with contacts raised by $\phi$. It lies above the pure-drift solution, so $\bar u\ge\bar u_{drift}-\phi$. Together these bounds show that

$$\bar u\to\frac{cL^2s}{\mu V_s},\qquad
I_{geo}\to\frac{cfWC_{ox}s}{\mu V_s}L^3, \tag{8}$$

when $y\ll V_s$ and $\phi\ll z^2/V_s$, with $V_{top}$ large enough for (7). One factor of $L$ is the channel area. The other two arise because the path is longer and the self-field for a given density is weaker.

In a numerical test with diffusion made negligible and $z$ at 0.01 and 0.02 V, the current exponent was 2.98. At the smaller $z$ the residue was 0.984 of the limit (8), between the ratios 0.978 and 0.990 allowed by (7) and (6).

## Short channels and very long channels

Once $u\ll\phi$, equation (2) becomes $\partial_tu=D\,\partial_x^2u$. With empty contacts its modes are $\sin(m\pi x/L)$, decaying at rates $m^2\pi^2D/L^2$. The slowest has $m=1$, so at late times

$$\bar u\propto\exp\left(-\frac{\pi^2Dt}{L^2}\right). \tag{9}$$

Short channels are clean because the decay time $L^2/(\pi^2D)$ is then much shorter than the drain-out time $t_d$. At 20 µm, with the drain-out continued past flat band so that only the slowest mode is left, the simulated decay rate is 25.52 per µs, in agreement with $\pi^2D/L^2$.

Diffusion can also be put into a strict bound. From $F''=-1-F'^2/F$ we have $-F''\ge1\ge\lambda F$, with $\lambda=1/F_m=4.46$. The function $AF$ remains an upper bound if

$$A'=-\frac{A^2+\lambda\phi A}{y^2} .$$

For $P=1/A$ this is the linear equation $P'=(1+\lambda\phi P)/y^2$. With $P(0)=c/z$ its solution is

$$P+\frac1{\lambda\phi}=\left(\frac cz+\frac1{\lambda\phi}\right)e^{\lambda\phi g/y^2}.$$

At $g=V_s$ the exponent is $\lambda\phi V_s/y^2=\lambda Dt_d/L^2$, and $\bar u\le c/P$ gives

$$\bar u\le\frac{c\lambda\phi}
{(1+c\lambda\phi/z)\exp(\lambda Dt_d/L^2)-1}. \tag{10}$$

This is a guarantee within the model. It is not an estimate of the tail, because its decay constant $\lambda$ is smaller than the true $\pi^2$.

In the opposite limit, electrons leave from two end regions while the centre stays at $V_{top}$. Each end behaves as if the channel were infinite, so the lost charge is independent of $L$. Writing its amount as an equivalent length $\ell$,

$$\bar u\simeq V_{top}\left(1-\frac\ell L\right),\qquad I_{geo}\propto L-\ell ,$$

and the local exponent tends to one from above. This holds only if the channel is full when the fall begins. Filling also proceeds from the ends, over a distance of order $\sqrt{\mu V_{top}t_{high}}$ in a high level of duration $t_{high}$. At fixed frequency a still longer channel does not fill, and the current then stops growing with $L$. In the example below, a pulse that starts from an empty channel and stays high for 4.7 µs gives the same current, about 66 µA, at 2000, 4000 and 8000 µm.

## How large it is

The example uses round model parameters: $T=300$ K, $\mu=400$ cm²/(V s), a 10 nm oxide of relative permittivity 3.9, $V_{top}=2$ V, $V_s=1$ V, $s=10$ V/µs, $W=100$ µm and $f=100$ kHz. Then $t_d=100$ ns, $\phi=25.9$ mV and $C_{ox}=3.453$ fF/µm². (The capacitance line of the numerical output is mislabelled, in both its first unit and its factor 0.1. It should read 0.3453 µF/cm² = 3.4531 fF/µm².)

At $L=50$ µm the model gives $\bar u=50.6$ mV. The channel area is $5.0\times10^{-9}$ m², so

$$I_{geo}=10^5\times5.0\times10^{-9}\times3.453\times10^{-3}\times0.0506\ \text{A}
\approx87\ \text{nA}.$$

For the traps, $qN_{it}=1.602\times10^{-5}$ C/m², and the same area and frequency give $I_{trap}=8.0$ nA. Reading the total as trap current would overestimate the trap density by a factor of about twelve.

The last column is the local exponent $d\ln I_{geo}/d\ln L$. All rows assume a full channel at the start of the fall. At 1000 µm this is not quite reached at 100 kHz: a high level of 4.7 µs gives 1570 mV instead of 1630 mV, and one of 1 µs gives about 800 mV.

| $L$ (µm) | $\bar u$ (mV) | $I_{geo}$ (nA) | $I_{trap}$ (nA) | exponent |
|---:|---:|---:|---:|---:|
| 10 | 0.00062 | 0.00022 | 1.6 | 22 |
| 20 | 2.1 | 1.4 | 3.2 | 6.9 |
| 30 | 12 | 13 | 4.8 | 4.4 |
| 50 | 51 | 87 | 8.0 | 3.3 |
| 100 | 191 | 660 | 16 | 2.7 |
| 200 | 537 | 3700 | 32 | 2.3 |
| 1000 | 1630 | 56000 | 160 | 1.2 |

The exponent passes through three between 50 and 100 µm without a plateau. The conditions for (8) show why. At 50 µm, $z^2/V_s=0.108$ V is only about four times $\phi$, while $y=0.79$ V is already close to $V_s$. The drift window has no room to open at these voltages. A fitted exponent of three is therefore not a requirement for identifying a geometric current.

The currents are equal when $\bar u=qN_{it}/C_{ox}=4.64$ mV, which occurs at 23.4 µm. This residue is less than a fifth of $\phi$, so the crossing lies on the steep diffusion side. Between 15 and 30 µm the geometric current rises from about 5% of the trap current to 2.7 times it.

At 1000 µm the missing fraction is $\ell/L=1-1.634/2=0.183$. The end-loss formula gives an exponent $1/(1-0.183)=1.22$, as found numerically.

## Evidence for the cause

A single gate pulse at 100 µm, starting from an empty channel and with a high level lasting 1 µs, separates the two edges. With both at 10 V/µs the residue is 191 mV. Slowing only the rise tenfold leaves it at 191 mV. Slowing only the fall tenfold reduces it to 15 mV. At this length the high level fills the channel, so the residue is set by incomplete drainage on the falling edge, not by the filling edge. In a channel too long to fill, the rise matters as well: at 1000 µm the same pulse leaves about 800 mV, and about 1040 mV when the rise is slowed tenfold.

The size of the reduction follows from (3). A tenfold slower fall gives $y$ the value it has at $100/\sqrt{10}=31.6$ µm with the original edge, and the residue indeed lies slightly above the 30 µm entry.

## What to do about it

**Compare lengths.** Divide the pumped current by $fWL$. From (1), the result is

$$\frac{I_{geo}+I_{trap}}{fWL}=qN_{it}+C_{ox}\bar u .$$

With identical edges and uniform traps, the trap part is independent of length. A rise with $L$ points to the geometric part. Changing $W$ does not separate the two. Nor does changing $f$ while the edge times are held fixed, since both currents are proportional to $f$ as long as the high level still fills the channel. If the edges scale with the period, however, $s$ changes as well and $\bar u$ with it.

**Slow the falling edge alone.** A strong drop in current points to the geometric part, as at 100 µm above. A weaker drop does not exclude it in a very long channel. At 1000 µm, a tenfold slower fall is equivalent to a length of 316 µm with the original edge, and by the table more than 30% of the residue remains. The trap signal can change too, because a slower edge allows more thermal emission. If the emission time varies as $\exp(E/k_BT)$ with trap depth $E$, a tenfold longer time moves the emission boundary by $k_BT\ln10$, about 60 meV at 300 K. Devices of different length should therefore be compared at the same edge.

**Choose length and edge together.** Let $u_{tol}$ be the largest acceptable residue. Dropping the positive term $c\lambda\phi/z$ in (10) can only raise the bound, so a sufficient condition within the model is

$$t_d\ge\frac{L^2}{\lambda D}\ln\left(1+\frac{c\lambda\phi}{u_{tol}}\right). \tag{11}$$

To keep the geometric current below 10% of the trap current in the example, set $u_{tol}=0.464$ mV. Here $c\lambda\phi=20.0$ mV, so the logarithm is 3.79. With $t_d=100$ ns, lengths up to 11 µm are guaranteed. The condition is cautious: at 15 µm the computed residue is 0.23 mV, about 5% of the trap signal, and also acceptable.

For a 50 µm channel (11) asks for $t_d\approx2.1$ µs, or a slew of about 0.49 V/µs. The 3 V from the top level to flat band then takes about 6 µs of the 10 µs period. If too little time remains for the other parts of the cycle, the frequency must be lowered.

## Where the model stops

The common deadline at flat band requires $u\ll V_s$. From $\psi=V_G-V_T-u$, the electrons still in the channel lower the local surface potential. It reaches its flat-band value $-V_s$ when the gate is still $u$ volts above flat band. Holes then arrive early, and a common deadline underestimates the residue. At 50 µm the central $u$ at the deadline is 70 mV, a small correction to 1 V. At 100 µm it is 254 mV, and at 200 µm it is 702 mV. The table's largest lengths show the trend towards poor drainage; their currents are not quantitative predictions.

The sharp contact condition has a small effect at the two lengths tested. Boltzmann statistics at the contact give $u_b=\phi\exp[(V_G-V_T-u_b)/\phi]$, which is smooth through threshold. Using it changes the residue by −4.7% at 20 µm and −4.3% at 50 µm, relative to the sharp contact. The prefactor $\phi$ is a convention that fixes the meaning of $V_T$, and these figures depend on it: with $2\phi$ they become +0.1% and −2.8%. Shorter channels are more sensitive: at 10 µm the change is +15% with prefactor $\phi$ and +38% with $2\phi$.

Depletion capacitance, velocity saturation, trapping during transit and incomplete recombination remain outside the calculation. Of these, depletion capacitance weakens the electrons' self-field and so raises the residue: dividing the drift term by a slope factor of 1.3 at fixed $V_s$ raises it by about 20% between 10 and 100 µm and moves the crossing from 23.4 to 22.4 µm. For a real device, the tests with length and falling edge are therefore safer than subtracting a calculated geometric current.

## Table of computed values

```
Temperature 300 K; thermal voltage 25.852 mV
Mobility 400 cm^2/(V s); diffusivity 10.341 cm^2/s
Oxide 10 nm, relative permittivity 3.9
Oxide capacitance 0.3453 fF/um^2 x 0.1 = 3.4531 fF/um^2
Initial overdrive 2.0 V; threshold to flat band 1.0 V
Gate slew 10 V/us; drain-out time 100 ns
Width 100 um; frequency 100 kHz
Recombining traps per cycle 1.0e+10 cm^-2
Beta function B 2.58711; profile maximum 0.22411; mean c 0.17325
sqrt(c) 0.41623; lambda in diffusion bound 4.4621
Pure drift: residue / L^2 law 0.9836 (dimensionless)
Pure drift: current exponent 2.979 (dimensionless)
Tail rate at 20 um: simulated 25.518 per us
Tail rate at 20 um: pi^2 D/L^2 25.515 per us
Diffusion length sqrt(D t) 10.17 um
Mean u at threshold, L=50 um: 0.1961 V
Its upper bound pi*y/8: 0.3105 V
Below: L; mean u; centre u; drift bound; drift-diffusion bound
10 um; 0.0006234 mV; 0.0009791 mV; 4.064 mV; 0.1531 mV
15 um; 0.2346 mV; 0.3677 mV; 8.87 mV; 2.394 mV
20 um; 2.058 mV; 3.183 mV; 15.31 mV; 7.54 mV
30 um; 12.45 mV; 18.34 mV; 32.55 mV; 23.83 mV
50 um; 50.56 mV; 70.02 mV; 81.47 mV; 72.48 mV
100 um; 191.1 mV; 253.6 mV; 261.2 mV; 252.9 mV
200 um; 537.4 mV; 702.2 mV; 748 mV; 741.2 mV
1000 um; 1634 mV; 1980 mV; 5713 mV; 5711 mV
Below: L; geometric current; trap current; local exponent of geometric current
10 um; 0.0002153 nA; 1.602 nA; 22.17
15 um; 0.1215 nA; 2.403 nA; 10.69
20 um; 1.421 nA; 3.204 nA; 6.85
30 um; 12.9 nA; 4.807 nA; 4.42
50 um; 87.29 nA; 8.011 nA; 3.26
100 um; 660 nA; 16.02 nA; 2.67
200 um; 3712 nA; 32.04 nA; 2.31
1000 um; 5.644e+04 nA; 160.2 nA; 1.22
Residual voltage equivalent to the traps 4.640 mV
Length of equal currents 23.39 um
100 um full cycle, both edges 10 V/us: residue 191.118 mV
100 um, rise slowed tenfold: residue 191.118 mV
100 um, fall slowed tenfold: residue 14.828 mV
Smooth contact at 20 um: residue 1.962 mV, change -4.65 percent
Smooth contact at 50 um: residue 48.37 mV, change -4.34 percent
```
